\section*{The Dipole Correction for a Periodic Asymmetric Slab}

\section{The form of the artificial field}

Let a neutral slab lie parallel to the $xy$ plane and be repeated along $z$ with period $L$. Let $\rho(z)$ be its total charge density, ions plus electrons, averaged over the plane. The vacuum field $E_{\rm art}$ of the periodic solution is linear in $\rho$, because the Poisson equation is linear and periodicity is a homogeneous condition. Hence $E_{\rm art}=\int f(z)\rho(z)\,dz$ with some continuous weight $f$.

A rigid shift of the slab by $s$, which keeps its charge inside the cell, cannot change this field. Therefore
\begin{equation}
\int [f(z+s)-f(z)]\,\rho(z)\,dz=0
\end{equation}
for every neutral $\rho$. The bracket must then be independent of $z$, which makes $f$ a linear function, $f=f_0+f_1z$. Neutrality removes $f_0$. The coefficient $f_1$ has the dimension of $1/(\varepsilon_0\times\text{length})$, and $L$ is the one length available. Thus
\begin{equation}
E_{\rm art}=C\,\frac{m}{\varepsilon_0L},\qquad m=\int z\rho(z)\,dz, \label{form}
\end{equation}
where $m$ is the dipole per area and $C$ is a pure number. Both sides change sign under $z\to-z$, as they must. It remains to find $C$ and a potential that removes the field.

\section{Assumptions and theorem}

Averaging the three-dimensional Poisson equation over the plane removes the lateral derivatives by lateral periodicity, so the averaged potential obeys $\phi''=-\rho/\varepsilon_0$. The field is $E=-\phi'$, and an electron has potential energy $-e\phi$. The assumptions are:
\begin{enumerate}
\item $\rho(z)=0$ for $|z|>b$, with $b<L/2$, so the cell faces $z=\pm L/2$ lie in vacuum;
\item $\int\rho\,dz=0$;
\item the periodic potential satisfies $\phi_{\rm per}(z+L)=\phi_{\rm per}(z)$, so its mean field is zero;
\item the isolated slab has no external field.
\end{enumerate}

\paragraph{Theorem.} Under these assumptions the periodic solution has the vacuum field $E_{\rm art}=m/(\varepsilon_0L)$. The potential
\begin{equation}
\phi_{\rm dip}(z)=\frac{m}{\varepsilon_0}\frac zL,\qquad -\frac L2<z<\frac L2, \label{saw}
\end{equation}
continued periodically, cancels it, and $\phi_{\rm per}+\phi_{\rm dip}$ equals the isolated-slab potential in the cell up to a constant. The electrostatic energy per area needs the addition $+m^2/(2\varepsilon_0L)$.

\section{Proof for the potential}

\paragraph{Lemma 1 (isolated slab).} The potential is constant on each side, and
$\phi_{\rm iso}(+\infty)-\phi_{\rm iso}(-\infty)=m/\varepsilon_0$.

\emph{Proof.} Since $d^2|z|/dz^2=2\delta(z)$, the function
\begin{equation}
\phi_{\rm iso}(z)=-\frac1{2\varepsilon_0}\int|z-z'|\rho(z')\,dz' \label{green}
\end{equation}
solves the Poisson equation. For $z>b$ the modulus is $z-z'$, so
\begin{equation}
\phi_{\rm iso}=-\frac1{2\varepsilon_0}\left(z\int\rho\,dz'-\int z'\rho\,dz'\right)=+\frac m{2\varepsilon_0}.
\end{equation}
For $z<-b$ the modulus is $z'-z$, and the same steps give $-m/(2\varepsilon_0)$. Both values are constant, so there is no field outside, and their difference is the stated step.

\paragraph{Lemma 2 (periodic slab).} In the cell,
\begin{equation}
\phi_{\rm per}(z)=\phi_{\rm iso}(z)-\frac{m}{\varepsilon_0L}z+c. \label{per}
\end{equation}

\emph{Proof.} Both potentials have the same second derivative in the cell, so their difference is $c+c_1z$. Equality of $\phi_{\rm per}$ at the two faces requires
\begin{equation}
0=\phi_{\rm per}(L/2)-\phi_{\rm per}(-L/2)=\frac m{\varepsilon_0}+c_1L,
\end{equation}
which gives $c_1=-m/(\varepsilon_0L)$. The slopes at the faces are then also equal, since $\phi_{\rm iso}'=0$ at both.

In vacuum $\phi_{\rm iso}'=0$, and \eqref{per} gives $E_{\rm art}=-\phi_{\rm per}'=+m/(\varepsilon_0L)$. The number in \eqref{form} is $C=1$. Adding \eqref{saw} to \eqref{per} leaves $\phi_{\rm iso}+c$, which proves the statement about the potential.

\paragraph{Remark (origin of the field).} By Lemma 1 an infinite dipolar sheet has no field outside itself, so the neighbouring slabs do not act on one another through their average dipoles. The superposition of isolated slabs is a staircase that rises by $m/\varepsilon_0$ per period, with flat vacuum. A periodic potential cannot rise, so the periodic solution subtracts the mean slope of the staircase. The artificial field belongs to the repeated dipoles together with this boundary condition.

\paragraph{Remark (the jump).} Across a cell face, in the direction of increasing $z$, $\phi_{\rm dip}$ jumps from $+m/(2\varepsilon_0)$ to $-m/(2\varepsilon_0)$. By Lemma 1 this is the step of a dipole layer $-m$. The correction thus places a compensating layer in the vacuum. The total dipole of the cell becomes zero, and so does the vacuum field. The physical step $m/\varepsilon_0$ across the slab survives.

\section{Where the jump may be placed}

Suppose the cell is cut at a plane $z_c$ inside the slab, and both the dipole and the sawtooth refer to the window $(z_c,z_c+L)$. Charge to the left of $z_c$ enters the dipole through its image, a distance $L$ higher:
\begin{equation}
m_c=m+LQ_c,\qquad Q_c=\int_{-L/2}^{z_c}\rho\,dz.
\end{equation}
The slope of the sawtooth is now $m_c/(\varepsilon_0L)$, and the corrected vacuum field is
\begin{equation}
\frac{m}{\varepsilon_0L}-\frac{m_c}{\varepsilon_0L}=-\frac{Q_c}{\varepsilon_0}=-E_{\rm iso}(z_c).
\end{equation}
The last equality is Gauss's law for the isolated slab, whose field vanishes on the far left. On either side of the jump the field is $E_{\rm iso}(z_c)-Q_c/\varepsilon_0=0$. A misplaced cut therefore cancels the field at the cut instead of in vacuum. When the cut lies in vacuum, $Q_c=0$ and the theorem is recovered.

Neutrality matters for a related reason. With net charge $Q$ per area, a shift of the slab by $s$ changes $m$ by $sQ$, and \eqref{green} has fields $\pm Q/(2\varepsilon_0)$ outside. A single linear potential cannot then represent the difference between the two boundary conditions.

\section{Energy and forces}

Multiply \eqref{per} by $\rho/2$ and integrate. Neutrality removes $c$, and $\int z\rho\,dz=m$, so
\begin{equation}
W_{\rm per}=\frac12\int\rho\phi_{\rm per}\,dz=W_{\rm iso}-\frac{m^2}{2\varepsilon_0L}.
\end{equation}
The corrected energy is $W_{\rm per}+m^2/(2\varepsilon_0L)=W_{\rm iso}$, which completes the proof.

The factor $1/2$ is consistent with the full $\phi_{\rm dip}$ in the electron Hamiltonian:
\begin{equation}
\frac{\delta}{\delta\rho(z)}\frac{m^2}{2\varepsilon_0L}=\frac{m}{\varepsilon_0L}\frac{\delta m}{\delta\rho(z)}=\frac{mz}{\varepsilon_0L}=\phi_{\rm dip}(z).
\end{equation}
For a neutral variation, $\delta W_{\rm per}=\int\phi_{\rm per}\,\delta\rho\,dz$, because two integrations by parts with periodic potentials give $\int\rho\,\delta\phi_{\rm per}\,dz=\int\phi_{\rm per}\,\delta\rho\,dz$. The electrons therefore move in $-e(\phi_{\rm per}+\phi_{\rm dip})$.

When an ion sheet of charge $q$ per area moves by $s$, its own contribution to $m$ changes by $qs$. At the self-consistent minimum the first-order change of the electrons does not alter the energy, provided the electron basis does not move with the ions. The correction then adds the force per area
\begin{equation}
F_{\rm dip}=-\frac{\partial}{\partial s}\frac{m^2}{2\varepsilon_0L}=-\frac{qm}{\varepsilon_0L}. \label{force}
\end{equation}
This is $q$ times the field $-m/(\varepsilon_0L)$ of the sawtooth. It adds to the force from $\phi_{\rm per}$ at the same, corrected density. It is not the whole difference between the forces of an uncorrected and a corrected calculation, because the density changes as well.

\section{Why the correction must be self-consistent}

The artificial field polarizes the slab. Let $m=m_0+\alpha E$ be the linear response of the isolated slab to an external field $E$. To this order the energy at a given dipole is ${\cal E}_0+(m-m_0)^2/(2\alpha)$, since minimizing it together with the coupling $-mE$ reproduces the response. The uncorrected cell minimizes
\begin{equation}
{\cal E}(m)={\cal E}_0+\frac{(m-m_0)^2}{2\alpha}-\frac{m^2}{2\varepsilon_0L}.
\end{equation}
Setting the derivative to zero gives $m-m_0=\alpha m/(\varepsilon_0L)$. With the length $a=\alpha/\varepsilon_0$,
\begin{equation}
m=\frac{m_0}{1-a/L}. \label{gain}
\end{equation}
The second derivative, $1/\alpha-1/(\varepsilon_0L)$, is positive for $L>a$, which is the condition for a minimum. For the energy, insert $E=m/(\varepsilon_0L)$ and $m-m_0=\alpha E$:
\begin{align}
{\cal E}-{\cal E}_0&=\frac{\alpha E^2}2-\frac{mE}2=-\frac E2(m-\alpha E)=-\frac{m_0E}2\nonumber\\
&=-\frac{m_0^2}{2\varepsilon_0L}\,\frac1{1-a/L}. \label{eerr}
\end{align}
Both errors fall only as $1/L$. Adding $\phi_{\rm dip}$ after an uncorrected calculation flattens the vacuum, because the theorem holds for any neutral $\rho$, but it leaves the over-polarized density and its too large step.

\section{A polar film of high permittivity}

Take a uniform film of thickness $d$ and relative permittivity $\varepsilon_r$, with polarization $P=P_0+\varepsilon_0(\varepsilon_r-1)E_f$ in the internal field $E_f$. Continuity of the displacement at the surface, with $E_v$ the vacuum field, reads
\begin{equation}
\varepsilon_0E_v=\varepsilon_0\varepsilon_rE_f+P_0
\quad\Rightarrow\quad E_f=\frac{E_v}{\varepsilon_r}-\frac{P_0}{\varepsilon_0\varepsilon_r}. \label{film}
\end{equation}
The same condition gives $P=\varepsilon_0(E_v-E_f)$, so
\begin{equation}
m=Pd=\frac{P_0d}{\varepsilon_r}+\varepsilon_0d\left(1-\frac1{\varepsilon_r}\right)E_v.
\end{equation}
Comparison with $m=m_0+\varepsilon_0aE_v$ identifies $m_0=P_0d/\varepsilon_r$ and $a=d(1-1/\varepsilon_r)$. For large $\varepsilon_r$ the length $a$ approaches the film thickness. In a calculation with fixed ions $\varepsilon_r$ is the electronic permittivity; if the ions relax, it includes their response.

With the round values $d=20$~\AA, $L=40$~\AA\ and $\varepsilon_r=25$, one has $a/L=0.5\times0.96=0.48$, and the uncorrected dipole is $1/0.52=1.92$ times the corrected one. For $P_0=0.01\,e/\text{\AA}^2$ the internal field is $-0.0696$~V/\AA\ without and $-0.0724$~V/\AA\ with the correction. The dipole nearly doubles although the internal field changes by 4\%, because the polarization responds to that change with the factor $\varepsilon_r-1=24$. These numbers illustrate the linear formula: an internal field of 0.07~V/\AA, or 7~MV/cm, is high for a real film, which may respond nonlinearly or break down.

The correction sets $E_v=0$ and leaves the depolarizing field $-P_0/(\varepsilon_0\varepsilon_r)$ in place. This is the open-circuit state of a free-standing film without compensating charge on its surfaces. A polar film between identical, ideal, short-circuited electrodes obeys a different condition, zero potential drop across the film, which the dipole correction does not supply.

\section{Lateral structure}

The theorem concerns the laterally averaged charge. A component that varies in the plane with wave number $G>0$ obeys $\phi''-G^2\phi=-\rho_G/\varepsilon_0$. A unit source at $z=0$ has the isolated solution $e^{-G|z|}/(2\varepsilon_0G)$. The images at $nL$ add, for $|z|<L$ and in units of $1/(2\varepsilon_0G)$,
\begin{equation}
\sum_{n=1}^{\infty}\left[e^{-G(nL-z)}+e^{-G(nL+z)}\right]=\frac{2\cosh Gz}{e^{GL}-1}.
\end{equation}
Across a slab, $|z|=d$, this is close to $e^{-G(L-d)}$ when $Gd$ and $GL$ are large: it decays with the vacuum width. For a lateral period of 5~\AA, $L=12$~\AA\ and $|z|=3$~\AA\ the sum is $1.2\times10^{-5}$. The dipole correction does not remove this coupling. It becomes negligible when the vacuum is several times $1/G$, and the smallest $G$ is set by the lateral cell: for a period of 20~\AA\ with the same $L$ and $|z|$ the sum is 0.07, so laterally structured charge in a large cell needs proportionally more vacuum.

\section{Worked example: a self-consistent model film}

\paragraph{Model.} Four layers sit at $z_j=-6,-2,2,6$~\AA. Each carries a positive Gaussian sheet of $0.05\,e/\text{\AA}^2$ and standard deviation 0.5~\AA, displaced by $+0.1$~\AA\ from $z_j$. Each also has a short-range electron well $-10\,{\rm eV}\exp[-(z-z_j)^2/(2w^2)]$ with $w=1$~\AA. The four lowest states in $z$ are given a fixed occupation of 0.05 electrons per \AA$^2$ each, as for filled bands; free lateral motion with a common Fermi level would fill them unequally. The electrons are treated in the Hartree mean field, without exchange or correlation, and at fixed occupation the lateral kinetic energy is a constant that is left out. These are model parameters, not those of a material.

The isolated film is solved on a grid of sinc functions with spacing 0.1~\AA\ and the kernel \eqref{green}, so nothing in it is periodic. The periodic films use plane waves, a 0.2~\AA\ grid and the Fourier solution of the Poisson equation. In these units $e/\varepsilon_0=180.95$~V\,\AA.

\paragraph{Isolated film.} The displaced ions alone would give $4\times0.05\times0.1=0.020\,e/\text{\AA}$. The electrons follow them in part, and the self-consistent dipole is $m_0=0.009453\,e/\text{\AA}$. The vacuum step is $180.95\times0.009453=1.711$~V. Applied fields of $\pm0.02$~V/\AA\ give the response length $a=5.76$~\AA\ on this grid; its last digit, and with it the last digit of the factor 1.316 below, is sensitive to the discretization.

\paragraph{Periodic films.} Without the correction the results are as follows, with the energy error taken relative to the isolated film.
\begin{center}
\begin{tabular}{ccccc}
$L$ & $E_{\rm art}$ & $m/m_0$ & $m/m_0$ from \eqref{gain} & energy error\\
(\AA) & (V/\AA) & & & (meV/\AA$^2$)\\
24 & 0.0937 & 1.314 & 1.316 & $-0.443$\\
32 & 0.0651 & 1.219 & 1.219 & $-0.308$\\
48 & 0.0405 & 1.136 & 1.136 & $-0.191$
\end{tabular}
\end{center}
At $L=24$~\AA\ the dipole is $0.012422\,e/\text{\AA}$, and the field is $180.95\times0.012422/24=0.0937$~V/\AA. For the density of the isolated film held fixed, the energy shift is
\begin{equation}
-\frac{180.95\times(0.009453)^2}{2\times24}\ {\rm eV/\text{\AA}^2}=-0.337\ {\rm meV/\text{\AA}^2}.
\end{equation}
The factor 1.316 from relaxation turns this into $-0.443$~meV/\AA$^2$, in agreement with \eqref{eerr}. More vacuum is a slow remedy: by \eqref{gain} a dipole error of 1\% needs $L=101a$, about 580~\AA.

With the self-consistent correction the dipole is $0.009453\,e/\text{\AA}$ at all three cell lengths, and the energy differs from the isolated value by less than $0.0002$~meV/\AA$^2$. The potential profile at $L=24$~\AA\ follows the isolated one within $4\times10^{-5}$~V. A sawtooth added only after the uncorrected calculation at this length would give a flat vacuum with a step of $180.95\times0.012422=2.25$~V instead of 1.71~V.

\paragraph{Two faces.} The highest of the four filled levels in $z$, taken without lateral kinetic energy, lies 7.125~eV below the vacuum level on the left and 5.415~eV below that on the right. The level is common to both, so the difference, 1.71~eV, is the electron charge times the step. The right side has the higher $\phi$ and hence the lower electron vacuum level.

\paragraph{Force.} At $L=24$~\AA\ the rightmost ion sheet is moved by $\pm0.01$~\AA\ with its electron well held fixed. The corrected total energies give a force per area of $-12.75$~meV/\AA$^3$. The field of $\phi_{\rm per}$ contributes $-9.19$, and \eqref{force} contributes $-0.05\times180.95\times0.009453/24$~eV/\AA$^3=-3.56$~meV/\AA$^3$. Their sum is $-12.75$. At this corrected density, leaving the dipole term out of the force would lose 28\% of it.

\paragraph{Misplaced cut.} For the fixed isolated density in a cell of 32~\AA, a cut at $z_c=2.05$~\AA, through the third layer, leaves 0.365~V/\AA\ in the vacuum. The isolated film has the field $-0.363$~V/\AA\ there, from a difference quotient of its potential on the grid. The two magnitudes are equal in the continuum; the gap of 0.002~V/\AA\ is discretization error, of opposite sign in the grid sum and in the difference quotient. Without any correction the same fixed density has the artificial field $180.95\times0.009453/32=0.053$~V/\AA, and the relaxed uncorrected cell has 0.065~V/\AA. The leftover field is more than five times either value, so at fixed density a badly placed correction can leave a larger vacuum field than none.
